\section*{Electron-phonon power in cold metals: the fifth-power law and its limits, part 1}

(Sections cited here and not found follow in the second part.)

\section{The choice at low frequency}

A two-temperature calculation for a cold metal needs the power $P(T_e,T_{ph})$ per volume that electrons at temperature $T_e$ pass to phonons at temperature $T_{ph}$. One can sum electron-phonon matrix elements on a mesh of phonon wave vectors, or one can replace the low-frequency end of the Eliashberg function by an analytic form and integrate that. In the model metal of Sec.~\ref{sec:example} the phonons that carry the power at 1 K have wave number $1.28\times10^{8}\ \mathrm{m^{-1}}$, about a hundredth of the Debye wave number $1.436\times10^{10}\ \mathrm{m^{-1}}$, so a mesh sum has to resolve a hundredth of the zone radius. The alternative is to extract one coefficient $b$ from $\alpha^2F(\omega)\to b\,\omega^2$ and use
\begin{equation}
P=\Sigma\,(T_e^5-T_{ph}^5),\qquad \Sigma=48\pi\zeta(5)\,N\,b\,k_B^5/\hbar^3 ,
\label{eq:result}
\end{equation}
where $N$ is the density of states per volume at the Fermi level, both spins counted. For a parabolic band of mass $m$ coupled by a deformation potential $D$ to longitudinal sound of speed $s$ in a medium of mass density $\rho$,
\begin{equation}
\Sigma=\frac{6\zeta(5)\,D^2m^2k_B^5}{\pi^3\rho\,\hbar^7s^4}.
\label{eq:sigma}
\end{equation}
The law is asymptotic, and being far below the Debye temperature is not sufficient. Both temperatures must lie far below the smaller of $\Theta_D=\hbar sq_D/k_B$ and the Bloch-Gr\"uneisen temperature $T_{BG}=2\hbar sk_F/k_B$. With $n_a$ atoms per volume and $Z$ conduction electrons per atom, $k_F^3=3\pi^2Zn_a$ and $q_D^3=6\pi^2n_a$, so $2k_F/q_D=(4Z)^{1/3}$, and $\Theta_D$ is the smaller scale when $Z>1/4$.

SI units are used. The metal is in the normal state. Electrons have a Fermi-Dirac distribution at $T_e$, which requires them to equilibrate among themselves faster than they lose energy. Phonons are bulk three-dimensional modes with a Bose distribution at $T_{ph}$. Rates are taken at golden-rule order. The numerical check, with its output, supplies the tests and numbers quoted below.

\section{The matrix element}

\subsection{Amplitude of a sound mode}

The longitudinal displacement field in a volume $V$ is written
\begin{equation}
\mathbf u(\mathbf r)=\sum_{\mathbf q}\hat{\mathbf q}\,\lambda_q\left(b_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+b_{\mathbf q}^\dagger e^{-i\mathbf q\cdot\mathbf r}\right),
\end{equation}
with a length $\lambda_q$ to be fixed. The operator $b_{\mathbf q}$ evolves as $e^{-i\omega_qt}$. In a state with occupations $N_q$ only the products $bb^\dagger$ and $b^\dagger b$ of the same mode have a nonzero average, so the kinetic energy is
\begin{equation}
\Big\langle\int\tfrac12\rho\,\dot{\mathbf u}^2d^3r\Big\rangle=\sum_{\mathbf q}\tfrac12\rho V\omega_q^2\lambda_q^2(2N_q+1).
\end{equation}
A harmonic oscillator keeps half of its energy $\hbar\omega_q(N_q+\frac12)$ as kinetic energy. Equating the two mode by mode gives $\lambda_q^2=\hbar/(2\rho V\omega_q)$.

An electron feels the potential energy $D\,\nabla\cdot\mathbf u$. The divergence brings down $\pm iq$, and the plane wave $e^{i\mathbf q\cdot\mathbf r}$ connects the state $\mathbf k$ to $\mathbf k+\mathbf q$ with unit matrix element and no change of spin:
\begin{align}
H_{ep}&=\sum_{\mathbf k\sigma\mathbf q}g_q\,c^\dagger_{\mathbf k+\mathbf q,\sigma}c_{\mathbf k\sigma}b_{\mathbf q}+\text{h.c.},\qquad g_q=iDq\lambda_q,\\
|g_q|^2&=\frac{D^2\hbar q^2}{2\rho V\omega_q}=\frac{D^2\hbar q}{2\rho Vs}\quad\text{for }\omega_q=sq .
\label{eq:g2}
\end{align}
A transverse wave has polarization perpendicular to $\mathbf q$, so its divergence vanishes and it does not couple in this model. The normalization is tested on a ring of masses and springs, diagonalized in real space. The zero-point mean square of one Fourier component of the dilation is 0.99974 times $\hbar q/(2\rho Vs)$. On a chain of spacing $a$ the gradient becomes $2\sin(qa/2)/a$ and the frequency $2s\sin(qa/2)/a$, so the expected ratio is $\sin(qa/2)/(qa/2)\approx1-(qa)^2/24$, slightly below one.

\subsection{The screened deformation potential}

For point ions screened in the random-phase approximation, $D$ follows from electrostatics. A dilation $\Delta=\nabla\cdot\mathbf u$ changes the ion charge density by $-en\Delta$, where $n=Zn_a$ is the electron density. Poisson's equation gives the potential $-en\Delta_q/(\varepsilon_0q^2)$, and an electron of charge $-e$ has the bare energy $v_qn\Delta_q$ with $v_q=e^2/(\varepsilon_0q^2)$. The electrons respond to the total potential energy $U_q$ with the density change $-\chi_0(q)U_q$, $\chi_0>0$, which adds $-v_q\chi_0U_q$. Solving $U_q=v_qn\Delta_q-v_q\chi_0U_q$ gives $U_q=D(q)\Delta_q$ with
\begin{equation}
D(q)=\frac{n}{\chi_0(q)+\varepsilon_0q^2/e^2}.
\label{eq:Dq}
\end{equation}
The sign is positive: a dilated region holds less positive charge and repels electrons.

The static response is $\chi_0=(2/V)\sum_{\mathbf k}(f_{\mathbf k}-f_{\mathbf k+\mathbf q})/(\epsilon_{\mathbf k+\mathbf q}-\epsilon_{\mathbf k})$. The substitution $\mathbf k\to-\mathbf k-\mathbf q$ turns the second term into a copy of the first. With $c=\cos\theta$ for the angle between $\mathbf k$ and $\mathbf q$, at zero temperature and as a principal value,
\begin{align}
\chi_0&=\frac{4}{4\pi^2}\int_0^{k_F}k^2dk\int_{-1}^{1}dc\,\frac{2m/\hbar^2}{2kqc+q^2}
=\frac{m}{\pi^2\hbar^2q}\int_0^{k_F}k\ln\left|\frac{k+q/2}{k-q/2}\right|dk .
\end{align}
With $\kappa=q/2$, the function $\frac12(k^2-\kappa^2)\ln|(k+\kappa)/(k-\kappa)|+\kappa k$ has the integrand as its derivative and vanishes at $k=0$. Setting $x=q/2k_F$ and $N=mk_F/(\pi^2\hbar^2)$,
\begin{equation}
\chi_0=N\left[\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|\right]=N\left[1-\frac{q^2}{12k_F^2}+\dots\right].
\end{equation}
The expansion uses $\ln[(1+x)/(1-x)]=2x+2x^3/3+\dots$, which makes the bracket $\frac12+\frac12(1-x^2)(1+x^2/3)\approx1-x^2/3$. The closed form and the $q^2$ term are both tested against quadrature. With $n=k_F^3/3\pi^2$ and $k_{TF}^2=e^2N/\varepsilon_0$,
\begin{equation}
D(0)=\frac nN=\frac{\hbar^2k_F^2}{3m}=\frac23E_F,\qquad D(q)\approx D(0)(1-\gamma q^2),\qquad \gamma=\frac1{k_{TF}^2}-\frac1{12k_F^2}.
\label{eq:gamma}
\end{equation}
The value of $\gamma$ belongs to point ions, and an ion-core form factor would change it. Below, $D$ means $D(0)$.

Static screening is justified by $u=s/v_F\ll1$. At small $q$ and frequency $sq$ the response is $N\int\frac{dc}{2}\,c/(c-u-i0)$. Writing $c/(c-u)=1+u/(c-u)$, the real part is $N[1+\frac u2\ln\frac{1-u}{1+u}]\approx N(1-u^2)$ and the imaginary part is $N\pi u/2$. Hence $|\chi_0|^2\approx N^2[1+(\pi^2/4-2)u^2]$, and $|D|^2$ changes by a relative amount of order $u^2$ that is independent of $q$ and leaves the exponent alone.

\section{The rate equation}

Consider one phonon mode and one pair of electron states, $\epsilon=\epsilon_{\mathbf k}$ and $\epsilon'=\epsilon_{\mathbf k+\mathbf q}$, with occupations $f$ and $f'$. Emission takes the electron from $\mathbf k+\mathbf q$ to $\mathbf k$ with weight $N_q+1$, and absorption does the reverse with weight $N_q$. With a factor 2 for spin,
\begin{equation}
\frac{dN_q}{dt}=\frac{2\pi}{\hbar}|g_q|^2\,2\sum_{\mathbf k}\delta(\epsilon'-\epsilon-\hbar\omega_q)\left[f'(1-f)(N_q+1)-f(1-f')N_q\right],
\end{equation}
and the power is $P=V^{-1}\sum_{\mathbf q}\hbar\omega_q\,dN_q/dt$, positive when the phonons gain energy.

Let $X=e^{(\epsilon-\mu)/k_BT_e}$ and $Y=e^{\hbar\omega/k_BT_e}$. On the energy shell $f=1/(X+1)$ and $f'=1/(XY+1)$. With $\mathcal D=(X+1)(XY+1)$,
\begin{equation}
f'(1-f)=\frac{X}{\mathcal D},\qquad f(1-f')=\frac{XY}{\mathcal D},\qquad f-f'=\frac{X(Y-1)}{\mathcal D}.
\end{equation}
The bracket is then $X[1-N_q(Y-1)]/\mathcal D$, and taking out the factor $Y-1$ gives
\begin{equation}
f'(1-f)(N_q+1)-f(1-f')N_q=(f-f')\left[n_B(\omega,T_e)-n_B(\omega,T_{ph})\right],
\label{eq:identity}
\end{equation}
where $n_B(\omega,T)=1/(e^{\hbar\omega/k_BT}-1)$ and $N_q=n_B(\omega_q,T_{ph})$. The identity is tested symbolically. Since $f>f'$, every mode carries energy from the hotter system to the colder one, and the flow vanishes mode by mode at equal temperatures. The rate becomes
\begin{equation}
\frac{dN_q}{dt}=\frac{2\pi}\hbar V|g_q|^2S(q,\omega_q)\,(n_e-n_{ph}),\qquad S=\frac2V\sum_{\mathbf k}(f-f')\,\delta(\epsilon'-\epsilon-\hbar\omega),
\label{eq:rate}
\end{equation}
with $n_e$ and $n_{ph}$ the Bose functions at the two temperatures.

\section{The electron sum}

For a parabolic band $\epsilon'-\epsilon=\hbar^2kqc/m+\hbar^2q^2/2m$, and $(2/V)\sum_{\mathbf k}=(1/2\pi^2)\int k^2dk\int dc$. The delta function fixes $c=(m\omega/\hbar q-q/2)/k$ and contributes the inverse slope $m/(\hbar^2kq)$. The root lies in $[-1,1]$ only for $k\ge|q/2-m\omega/\hbar q|$. Using $k\,dk=m\,d\epsilon/\hbar^2$,
\begin{equation}
S=\frac{m^2}{2\pi^2\hbar^4q}\int_{\epsilon_-}^\infty\left[f(\epsilon)-f(\epsilon+\hbar\omega)\right]d\epsilon,\qquad \epsilon_\pm=\frac{\hbar^2}{2m}\left(\frac q2\pm\frac{m\omega}{\hbar q}\right)^2 .
\end{equation}
The two squares differ by four times the product $(q/2)(m\omega/\hbar q)$, so $\epsilon_+-\epsilon_-=\hbar\omega$. Shifting the variable in the second term leaves $\int_{\epsilon_-}^{\epsilon_+}f\,d\epsilon$. The antiderivative of $f$ is $-k_BT_e\ln(1+e^{(\mu-\epsilon)/k_BT_e})$, hence
\begin{equation}
S(q,\omega)=\frac{m^2k_BT_e}{2\pi^2\hbar^4q}\ln\frac{1+e^{(\mu-\epsilon_-)/k_BT_e}}{1+e^{(\mu-\epsilon_+)/k_BT_e}} .
\label{eq:Sexact}
\end{equation}
In code the two logarithms are evaluated with a log-sum-exp routine, because the exponents are of order $E_F/k_BT_e$ and overflow.

When $\mu-\epsilon_+\gg k_BT_e$, $f$ equals one across the window up to $1-f\le e^{-(\mu-\epsilon_+)/k_BT_e}$, so
\begin{equation}
S=\frac{m^2\omega}{2\pi^2\hbar^3q}
\label{eq:Slow}
\end{equation}
with a relative error bounded by that exponential. For $\omega=sq$ the condition $\epsilon_+<\mu$ reads $q<2k_F(1-s/v_F)$. Equation~\eqref{eq:Slow} contains neither $T_e$ nor $\mu$. All dependence on temperature sits in $n_e-n_{ph}$, and this is why $P$ is a function of $T_e$ minus the same function of $T_{ph}$ and not a power of $T_e-T_{ph}$.

The test sums the unreduced bracket on a grid in $(k,c)$ with a Gaussian delta function extrapolated to zero width, and asserts agreement with Eq.~\eqref{eq:Sexact} to $10^{-3}$ relative. The ratio to Eq.~\eqref{eq:Slow} is 1.0000 at $q=0.3k_F$ and $q=k_F$, 0.4893 at $2k_F$ and 0.0134 at $2.2k_F$. The value at $2k_F$ can be derived. There $\hbar\omega=k_BT_{BG}$, and the window is centred at $\mu+ms^2/2$. A window centred at $\mu$ would give exactly one half, because $f(\mu+\xi)+f(\mu-\xi)=1$. Shifting it up by $\delta$ changes the integral by $-\delta\,[f(\epsilon_-)-f(\epsilon_+)]=-\delta\tanh(\hbar\omega/4k_BT_e)$ to first order, and $ms^2/(2\hbar\omega)=s/4v_F$. The ratio is $\frac12-(s/4v_F)\tanh(T_{BG}/4T_e)$, which for the values set in that test, $s/v_F=0.05$ and $T_{BG}=5T_e$, is 0.489.

\section{The fifth power}

Equations~\eqref{eq:g2}, \eqref{eq:rate} and \eqref{eq:Slow}, with $\omega_q$ and $D(q)$ kept general, give
\begin{equation}
\frac{dN_q}{dt}=\frac{2\pi}{\hbar}\,\frac{D(q)^2\hbar q^2}{2\rho\omega_q}\,\frac{m^2\omega_q}{2\pi^2\hbar^3q}(n_e-n_{ph})=\frac{D(q)^2m^2q}{2\pi\rho\hbar^3}(n_e-n_{ph}).
\end{equation}
With $V^{-1}\sum_{\mathbf q}=\int q^2dq/2\pi^2$ and the factor $\hbar\omega_q$,
\begin{equation}
P=\frac{m^2}{4\pi^3\rho\hbar^2}\int_0^{q_D}D(q)^2\,q^3\,\omega_q\,(n_e-n_{ph})\,dq .
\label{eq:Pgen}
\end{equation}
For constant $D$ and $\omega_q=sq$, the substitution $x=\hbar sq/k_BT$, made separately in each Bose term, gives
\begin{align}
P&=A\left[T_e^5J(\Theta_D/T_e)-T_{ph}^5J(\Theta_D/T_{ph})\right],\label{eq:PJ}\\
A&=\frac{D^2m^2s}{4\pi^3\rho\hbar^2}\left(\frac{k_B}{\hbar s}\right)^5,\qquad J(y)=\int_0^y\frac{x^4dx}{e^x-1}.
\end{align}
Expanding $1/(e^x-1)=\sum_{j\ge1}e^{-jx}$ and using $\int_0^\infty x^4e^{-jx}dx=24/j^5$ gives $J(\infty)=24\zeta(5)=24.886$. Then $\Sigma=24\zeta(5)A$, and collecting $24/4=6$, $s/s^5=s^{-4}$ and $\hbar^{-2}\hbar^{-5}=\hbar^{-7}$ yields Eq.~\eqref{eq:sigma}. The exponent is a count of powers of $q$: three from the mode volume $q^2dq$, one from the phonon energy, one from $|g_q|^2$, one from the energy window $\hbar\omega$ and minus one from the angular delta function. The integrand peaks where $4(1-e^{-x})=x$, at $x=3.92$.

\subsection{The same power from the electron side}

A code that propagates electron occupations computes the loss from the electron collision integral. For a state $\mathbf k$ and a partner $\mathbf k'$, $q^2=k^2+k'^2-2kk'c$, so $|dq/dc|=kk'/q$, and $\delta(|\epsilon'-\epsilon|-\hbar sq)$ integrates over $c$ to $q/(\hbar skk')$ provided $|k-k'|\le q\le k+k'$ and $q\le q_D$. With $\xi=\epsilon-\mu$, $w=\epsilon'-\epsilon$ and $q=|w|/\hbar s$,
\begin{align}
\frac{df_k}{dt}&=\frac{2\pi}\hbar\int\frac{k'^2dk'}{4\pi^2}\frac{D^2\hbar q}{2\rho s}\frac{q}{\hbar skk'}B=\frac{D^2m}{4\pi\rho s^2\hbar^3k}\int dw\,q^2B,\\
\frac{dE_e}{dt}&=\frac1{\pi^2}\int k^2dk\,\xi\frac{df_k}{dt}=\frac{D^2m^2}{4\pi^3\rho s^2\hbar^5}\int d\xi\int dw\,\xi\,q^2B .
\end{align}
Here $B=f'(1-f)(N_q+1)-f(1-f')N_q$ for $w>0$ and $B=f'(1-f)N_q-f(1-f')(N_q+1)$ for $w<0$. Measuring energy from $\mu$ is allowed because collisions conserve particle number, and it avoids the cancellation of large terms. Exchanging the names of the two states maps the half-plane $w<0$ onto $w>0$ with $B\to-B$ and $\xi\to\xi+w$, so the halves combine to $-wB$. By Eq.~\eqref{eq:identity}, $\int B\,d\xi=w(n_e-n_{ph})$, and $w^2dw=\hbar^3s^3q^2dq$ turns $-dE_e/dt$ into Eq.~\eqref{eq:Pgen}.

The program does the double integral numerically without these reductions, splitting it at the kink $w=0$. In reduced units ($\hbar=m=k_B=k_F=1$) the loss divided by $\Sigma(T_e^5-T_{ph}^5)$ is 1.0000000 for three temperature pairs, one of them with $T_e<T_{ph}$, and 0.9999997 for the pair $(0.0025,\,0.002)$. That deficit has the size given by the Debye tail, Eq.~\eqref{eq:tail}, at the highest of these temperatures. Conservation of particle number and a vanishing loss at equal temperatures are also asserted.

For a parabolic band with a screened deformation potential, the low-temperature power follows the fifth-power law with the coefficient of Eq.~\eqref{eq:sigma}, and the electron collision integral gives the same power. What remains is the extension to a general Fermi surface, the limits of the law, the linear response and a worked example.
